# When a mean-field Anderson impurity acquires a local moment: two derivations

A calculation for a transition-metal atom dissolved in an interconnect metal begins with a choice: force the two spin densities to be equal, or let them differ. The restricted calculation is cheaper, but it can converge without warning even when a difference between the spins would lower the energy, so its solution needs a separate stability test. In the mean-field Anderson model with constant hybridization the choice is settled by one number from the restricted solution, the repulsion $U$ times the impurity density of states at the Fermi level **for one spin**. A moment forms when this product exceeds one.

## Model and conventions

An impurity orbital $d$ at energy $\varepsilon$ is coupled to non-magnetic conduction states $k$:

$$H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\varepsilon\sum_\sigma n_{d\sigma}+V\sum_{k\sigma}(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma)+U n_{d\uparrow}n_{d\downarrow}.$$

Energies are counted from the Fermi level, $E_F=0$, and the temperature is zero unless stated. With $\rho_c$ the conduction density of states per spin, $\Delta=\pi V^2\rho_c$ is constant over a band from $-D$ to $D$, and $D\to\infty$.

In Hartree-Fock, choose the spin axis along the impurity moment. The spin-flip average $\langle d^\dagger_\uparrow d_\downarrow\rangle$ then vanishes, and each spin sees a shifted level

$$E_\sigma=\varepsilon+U n_{-\sigma},\qquad n_\sigma=\langle n_{d\sigma}\rangle. \tag{1}$$

## First derivation: self-consistency

**Occupation.** The one-body equations for the Green function are

$$(z-E_\sigma)G_\sigma-V\sum_k G_{kd}=1,\qquad (z-\varepsilon_k)G_{kd}-VG_\sigma=0.$$

Eliminating $G_{kd}$ leaves the band sum

$$\sum_k\frac{V^2}{z-\varepsilon_k}=\frac{\Delta}{\pi}\int_{-D}^{D}\frac{d\omega'}{z-\omega'}=\frac{\Delta}{\pi}\ln\frac{z+D}{z-D}\to-i\Delta .$$

For $\mathrm{Im}\,z>0$ the phase of $z+D$ tends to $0$ and that of $z-D$ to $\pi$, which fixes the sign. Hence $G_\sigma=1/(z-E_\sigma+i\Delta)$. The density of states per spin is $-\mathrm{Im}\,G_\sigma/\pi$, a Lorentzian, and filling it up to $\omega=0$ gives

$$n_\sigma=\int_{-\infty}^{0}\frac{\Delta/\pi}{(\omega-E_\sigma)^2+\Delta^2}\,d\omega=\frac12-\frac1\pi\arctan\frac{E_\sigma}{\Delta}. \tag{2}$$

Equivalently $E_\sigma=\Delta\cot\pi n_\sigma$. At the Fermi level, therefore,

$$\rho_d(0)=\frac{\Delta/\pi}{E^2+\Delta^2}=\frac{\sin^2\pi n}{\pi\Delta},\qquad \frac{dn}{dE}=-\rho_d(0). \tag{3}$$

**Local instability.** Equations (1) and (2) read $n_\uparrow=f(n_\downarrow)$ and $n_\downarrow=f(n_\uparrow)$, with

$$f(x)=\frac12-\frac1\pi\arctan\frac{\varepsilon+Ux}{\Delta}.$$

Since $f(x)-x$ falls strictly from a positive value at $x=0$ to a negative one at $x=1$, there is one non-magnetic solution $n_0=f(n_0)$. A small change obeys

$$\delta n_\uparrow=-U\rho_d(0)\,\delta n_\downarrow,\qquad \delta n_\downarrow=-U\rho_d(0)\,\delta n_\uparrow .$$

A nonzero static solution first appears with $\delta n_\uparrow=-\delta n_\downarrow$, a pure spin change, when

$$\boxed{U\rho_d(0)=1}. \tag{4}$$

**No moment below threshold.** Linearization does not exclude a magnetic solution far from $n_0$. To exclude it, consider $F(x)=f(f(x))$, whose fixed points are all the self-consistent solutions. Put $p=f''/f'$ and define the Schwarzian derivative $Sf=p'-\tfrac12p^2$. With $y=(\varepsilon+Ux)/\Delta$ one has $p=(U/\Delta)\,[-2y/(1+y^2)]$, so

$$Sf=\frac{U^2}{\Delta^2}\,\frac{-2(1+y^2)+4y^2-2y^2}{(1+y^2)^2}=-\frac{2U^2/\Delta^2}{(1+y^2)^2}<0 .$$

For the composition, $F''/F'=p(f)f'+p$. Differentiating, subtracting half the square, and using $f''=pf'$ to cancel the cross terms gives

$$SF=Sf(f)\,f'^2+Sf<0 .$$

Here $F'>0$. Wherever $F''=0$ inside an interval, $F'''=F'\,SF<0$, so $F'$ has a maximum there. Inside any interval $F'$ therefore exceeds the smaller of its two end values.

Suppose a magnetic solution $a<b$ exists, with $f(a)=b$ and $f(b)=a$. The signs of $f(a)-a$ and $f(b)-b$ place $n_0$ between them. By the mean-value theorem $F'=1$ somewhere in $(a,n_0)$ and again in $(n_0,b)$, hence $F'(n_0)>1$. But $F'(n_0)=[U\rho_d(0)]^2$, so a moment requires $U\rho_d(0)>1$.

Conversely, if $U\rho_d(0)>1$, then $F(x)-x$ is positive just above $n_0$ and negative at $x=1$. It has another zero, which is magnetic because $f$ has no other fixed point.

There is one such pair. A second would give neighbouring fixed points $a'<n_0$, each with fixed points on both sides. The argument above then gives $F'>1$ at both and hence between them, so that $F(n_0)-F(a')>n_0-a'$, although both sides must be equal.

The onset is continuous: as $U\rho_d(0)\to1$ from above, the pair tends to a solution at threshold, and the only one there is non-magnetic.

This count was tested on 398 random parameter sets: the 192 with $U\rho_d(0)>1$ had three fixed points, and the 206 with $U\rho_d(0)<1$ had one.

## Second derivation: energy

**Energy of a shifted level.** This route obtains the energy from the displacement of the band levels, without a Green function. Let the band levels be $\varepsilon_k=ks$, with $k$ an integer and $s$ a small spacing, so that $\rho_c=1/s$. With the impurity level at $x$, the eigenvalues satisfy

$$\lambda-x=\sum_k\frac{V^2}{\lambda-ks}=\frac{\pi V^2}{s}\cot\frac{\pi\lambda}{s}=\Delta\cot\frac{\pi\lambda}{s}.$$

Write $\lambda_k=ks-s\delta/\pi$ with $0<\delta<\pi$. Then $\cot(\pi\lambda/s)=-\cot\delta$, and

$$\cot\delta(\omega)=\frac{x-\omega}{\Delta}.$$

Each filled level moves down by $s\delta/\pi$. A level crossing $E_F=0$ contributes an energy of order $s$, which vanishes in the limit. The energy change per spin is therefore

$$W(x)=-\frac1\pi\int_{-D}^{0}\delta(\omega)\,d\omega .$$

Differentiating $\cot\delta$ gives $\partial\delta/\partial x=-\Delta/[(x-\omega)^2+\Delta^2]$. Since $dW/dx$ is the impurity occupation (the first-order change of a ground-state energy), equation (2) is recovered, now as $n=\delta(0)/\pi$ and $x=\Delta\cot\pi n$.

**Energy at given occupation.** Let $K(n)$ be the lowest band and hybridization energy per spin at fixed impurity occupation $n$. The ground state at level $x$ minimizes this energy plus $xn$, so $K(n)=W(x)-xn$ and

$$\frac{dK}{dn}=\frac{dW}{dx}\frac{dx}{dn}-n\frac{dx}{dn}-x=-x=-\Delta\cot\pi n .$$

Integration gives $K=-(\Delta/\pi)\ln\sin\pi n$ plus a constant independent of $n$. In a determinant without spin mixing, $\langle n_{d\uparrow}n_{d\downarrow}\rangle=n_\uparrow n_\downarrow$, so

$$\Omega=-\frac{\Delta}{\pi}\sum_\sigma\ln\sin\pi n_\sigma+\varepsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow. \tag{5}$$

Setting $\partial\Omega/\partial n_\sigma=0$ returns $\Delta\cot\pi n_\sigma=\varepsilon+Un_{-\sigma}$, the self-consistency condition.

**Curvature.** The second derivatives are $\pi\Delta/\sin^2\pi n=1/\rho_d(0)$ for each spin and $U$ between spins. For a spin change $\delta n_\uparrow=-\delta n_\downarrow=q$,

$$\delta\Omega=\tfrac12\left[\frac{2}{\rho_d(0)}-2U\right]q^2=\left[\frac1{\rho_d(0)}-U\right]q^2. \tag{6}$$

The hybridization energy resists polarization and the repulsion rewards it; they balance at condition (4). An equal change of both spins has the coefficient $1/\rho_d(0)+U>0$, so the charge is stable.

Because $\Omega\to+\infty$ when either occupation approaches 0 or 1, its minimum lies inside and solves the self-consistency equations. For $U\rho_d(0)>1$ the symmetric solution is a saddle, so the minimum is magnetic.

## Boundary and size of the moment

At threshold $U_c=\pi\Delta/\sin^2\pi n$. Inserting this in $\varepsilon=\Delta\cot\pi n-U_cn$, with $\theta=\pi n$, gives

$$\frac{\varepsilon}{\Delta}=h(\theta)=\cot\theta-\frac{\theta}{\sin^2\theta},\qquad h'(\theta)=\frac{2}{\sin^2\theta}(\theta\cot\theta-1)<0 .$$

The function $h$ falls from $0$ at $\theta\to0$, where $h\approx-2\theta/3$, to $-\infty$ at $\theta\to\pi$. Each $\varepsilon<0$ therefore has one threshold, and $\varepsilon\ge0$ has none. The moment lies on the large-$U$ side: $U\rho_d(0)\to0$ as $U\to0$, while for large $U$ the occupation becomes small and $U\rho_d(0)\approx1+\pi n|\varepsilon|/\Delta>1$. At $\varepsilon=-U/2$ the occupation is $n=1/2$ and $U_c=\pi\Delta$, the lowest value that $\pi\Delta/\sin^2\pi n$ can take.

For the moment $m=n_\uparrow-n_\downarrow$ and total occupation $N=n_\uparrow+n_\downarrow$, subtract the two self-consistency equations:

$$\cot\pi n_\downarrow-\cot\pi n_\uparrow=\frac{\sin\pi m}{\sin\pi n_\uparrow\sin\pi n_\downarrow}=\frac{2\sin\pi m}{\cos\pi m-\cos\pi N}=\frac{Um}{\Delta}. \tag{7}$$

For $\varepsilon=-U/2$, exchanging particles and holes maps a solution to one with the same $m$ and with $N\to2-N$. Since the pair is unique, $N=1$, and (7) becomes $2\tan(\pi m/2)=Um/\Delta$. Expanding the tangent to third order,

$$\pi m\left(1+\frac{\pi^2m^2}{12}\right)=\frac{Um}{\Delta}\quad\Rightarrow\quad m^2\approx\frac{12}{\pi^2}\left(\frac{U}{U_c}-1\right).$$

At $U=1.01\,U_c$ this gives $m=0.1103$; the full equations give 0.1096.

## Example: a cobalt atom in copper

Cobalt is used in liners and caps of copper interconnects, so an isolated cobalt atom in copper is a relevant point defect. Let one partly filled $d$ orbital stand for it, with the rough typical values $U=3$ eV, $\varepsilon=-2$ eV and $\Delta=0.3$ eV.

The restricted solution has $n=0.625$ per spin and $E=-2+3(0.625)\approx-0.12$ eV. Then

$$\rho_d(0)=\frac{0.3/\pi}{0.1245^2+0.3^2}\approx0.905\ \mathrm{eV^{-1}},\qquad U\rho_d(0)\approx2.72 .$$

The restricted solution is unstable, with spin coefficient $1/0.905-3\approx-1.90$ eV in (6). At fixed $\varepsilon$ and $\Delta$ the threshold is $U_c=2.16$ eV, where $n=0.77$.

The magnetic solution has $n_\uparrow=0.943$ and $n_\downarrow=0.110$, a moment of 0.83 Bohr magnetons for $g=2$. Its levels are $-2+3(0.110)=-1.67$ eV and $-2+3(0.943)=0.83$ eV, one on each side of the Fermi level. Its mean-field energy is 0.21 eV below the restricted solution.

If both spins are updated together, an unrestricted calculation must start with unequal spins, because equal inputs to $f$ then give equal outputs. Unequal spins alone are not enough. Since $f'(n_0)=-U\rho_d(0)<-1$, undamped updates started with both occupations on the same side of $n_0$ end by alternating between $(0.943,0.943)$ and $(0.110,0.110)$. Starting on opposite sides of $n_0$, or mixing old and new occupations from an unequal start, reaches the magnetic solution. Iteration with an explicit discrete band, started from $n_\downarrow=0.2$ and updating the spins in turn, lost its moment at $0.85\,U_c$ and converged to $m=0.7412$ at $1.20\,U_c$, where the formulas give 0.7405.

## What the model leaves out

**Band width.** For a flat band of half-width 7 eV, $U$ times the response $-dn/dE$ is 2.80, while $U\rho_d(0)=2.73$. The width $\Delta$ is still constant inside the band, but the band sum now has an energy-dependent real part, $(\Delta/\pi)\ln|(\omega+D)/(\omega-D)|\approx2\Delta\omega/(\pi D)$. Its slope, 0.027, enlarges the response by about $1/(1-0.027)$, and the response decides. The threshold falls by 1.3%, to 2.13 eV. The shift depends on width and shape: it is 2.4% for a flat band of half-width 3.5 eV and 1.8% for a semi-elliptic band of half-width 7 eV.

**Temperature.** Take 378 K, about 105 °C, as the temperature of use; then $k_BT=0.033$ eV. The response is averaged over this energy range, and the product falls from 2.72 to 2.66. The threshold also falls slightly, from 2.155 to 2.149 eV. At a fixed level, weak thermal averaging changes a Lorentzian with the sign of its curvature, that of $3E^2-\Delta^2$. This is negative at $E=-0.12$ eV, but positive at the threshold level, $-2+2.155(0.77)\approx-0.34$ eV. The self-consistent shift of the level also enters the computed values.

**Five orbitals.** The model has one $d$ orbital, whereas a cobalt atom has five. Let electrons of opposite spin repel with $U$ and those of equal spin in different orbitals with $U-J_H$, where $J_H$ is Hund's exchange. If every up occupation rises by $q$ and every down occupation falls by $q$, an up level shifts by

$$-5Uq+4(U-J_H)q=-(U+4J_H)q,$$

so the restricted solution becomes unstable to this change at $(U+4J_H)\rho_d(0)=1$, with $\rho_d(0)$ per orbital and spin. This is only a local condition: with several orbitals, a magnetic solution with unequal orbital occupations can exist while the restricted one is still stable. For $J_H=0$ and a restricted filling $n=0.83$, for example, the product is 0.82, yet such a solution lies 0.34 eV lower. With a rough filling of eight electrons ($n=0.8$) and $J_H=0.9$ eV, $\rho_d(0)=0.367\ \mathrm{eV^{-1}}$. The product is 1.10 without Hund's exchange and 2.42 with it. At this filling the repulsion alone barely exceeds the threshold for this instability. With Hund's exchange the self-consistent magnetic solutions of this five-orbital model carry about 2 Bohr magnetons, so the one-orbital value 0.83 is not an estimate of the moment of cobalt.

**Spin screening.** Mean field gives a static moment, whereas the conduction electrons can flip the impurity spin. Consider a singly occupied impurity and one electron in a conduction orbital at $E_F$. Their singlet couples with amplitude $\sqrt2V$ to the doubly occupied impurity, at excitation energy $\varepsilon+U$, and to the empty one, at $|\varepsilon|$. The triplet is blocked by the Pauli principle. The splitting defines an exchange $J\,\mathbf S\cdot\mathbf s$ with

$$J=2V^2\left[\frac1{|\varepsilon|}+\frac1{\varepsilon+U}\right],\qquad \rho_cJ=\frac{2(0.3)}{\pi}\left[\frac12+1\right]\approx0.286 .$$

Now remove conduction states in shells of width $|dD|$ at the band edges $\pm D$. Processes through an empty and through a filled shell state differ in the order of the conduction-spin operators and in sign, so their sum contains a commutator:

$$-\frac{\rho_cJ^2|dD|}{D}\sum_{ab}S^bS^a[s^b,s^a]=+\frac{\rho_cJ^2|dD|}{D}\,\mathbf S\cdot\mathbf s .$$

Thus $J$ grows as $D$ shrinks, and $1/(\rho_cJ)$ falls by $\ln(D_0/D)$. It reaches zero at $D=D_0e^{-1/(\rho_cJ)}$. Taking $D_0=1$ eV, the smaller charge excitation energy, gives a temperature of a few hundred kelvin. The perturbative flow fails there, so this is an order of magnitude only.

For $\Delta=0.3$ eV that scale is comparable with the temperature of use, but it depends exponentially on the rough value of $\Delta$: the same estimate gives about 60 K at $\Delta=0.2$ eV and about 850 K at $\Delta=0.4$ eV. For these one-orbital parameters, $U\rho_d(0)>1$ therefore marks strong spin correlations, but it does not establish a permanent free moment. Crystal-field splitting, spin-orbit coupling and lattice relaxation are not included, and the effect of five orbitals on the screening scale has not been estimated.

## What each derivation assumes

Both derivations assume a mean field, and for condition (4) in terms of $\rho_d(0)$ both need constant hybridization and zero temperature. Outside those conditions each gives $U\chi=1$ with $\chi=-dn/dE$: the first because $\delta n_\sigma=-\chi U\,\delta n_{-\sigma}$, the second because $K''=-dx/dn=1/\chi$.

The self-consistency argument needs the occupation as a function of the level, but no energy. It therefore also applies to an approximation that supplies levels without an energy functional. Its proof that no moment exists below threshold uses the arctangent form of (2), so that part does not carry over automatically to a structured band.

The energy argument needs a variational energy. In return it shows which solution is lowest, and its proof that a moment exists above threshold uses the sign of a curvature rather than the arctangent. By itself it does not exclude a separate magnetic minimum while the symmetric solution is still locally stable; here the first derivation does.

In practice, a restricted solution with $U\chi>1$ must be followed by an unrestricted calculation. If $U\chi<1$, the restricted result is sufficient within this one-orbital mean-field model with constant hybridization at zero temperature; for a structured band or several orbitals, a start with a large moment is still needed, and with several orbitals also one with unequal orbital occupations. The numerical output gives the values to more digits.

## Numbers as computed

```
Repulsion U = 3.00 eV
Bare level eps = -2.00 eV
Hybridization half-width Delta = 0.30 eV
Non-magnetic occupation per spin n = 0.6252
Non-magnetic mean-field level E = -0.1245 eV
Single-spin impurity DOS at E_F = 0.9052 1/eV
U * DOS = 2.7157
Spin curvature 1/DOS - U = -1.8953 eV
Critical U at this eps = 2.1554 eV
Occupation per spin at critical U = 0.7700
Critical U, symmetric level = 0.9425 eV
Magnetic n_up = 0.9434, n_down = 0.1104
Moment m = 0.8330 Bohr magnetons (g = 2)
Total occupation N, magnetic = 1.0538
Level up = -1.6689 eV, down = 0.8302 eV
Mean-field energy gain = 0.2137 eV
Test: largest occupation error = 6.0e-05
Test: response 0.8487, DOS 0.8488 1/eV
Test: energy change explicit 0.82859 eV
Test: energy change formula 0.82860 eV
Test: random cases magnetic 192, non-magnetic 206
Test: iterated m at 0.85 Uc = 0.0000
Test: iterated m at 1.20 Uc = 0.7412
Test: mean-field m at 1.20 Uc = 0.7405
Symmetric m at 1.01 Uc = 0.1096, law 0.1103
Band half-width = 7.0 eV
Finite band: U * response = 2.8037
Finite band: U * DOS at E_F = 2.7323
Finite band: critical U = 2.1274 eV
Temperature of use = 378 K, kT = 0.0326 eV
At that temperature: U * response = 2.6600
At that temperature: critical U = 2.1492 eV
Five orbitals: d electrons = 8.0
Five orbitals: Hund exchange J_H = 0.90 eV
Five orbitals: DOS per orbital and spin = 0.3666 1/eV
Five orbitals: U * DOS = 1.0997
Five orbitals: U + 4 J_H = 6.60 eV
Five orbitals: (U + 4 J_H) * DOS = 2.4194
Screening: rho_c * J = 0.2865
Screening: cutoff D0 = 1.00 eV
Screening temperature, order of magnitude = 354 K
```
